Using the Hedin-Lundqvist potential for photoelectron scattering

An X-ray ejects an electron from an atom inside a solid. The electron travels outward with an energy between a few eV and about a thousand, scatters from neighbouring atoms, and may lose energy to the valence electrons on the way. The ground-state exchange-correlation potential does not describe this journey. It is tied to electrons at the Fermi level, whereas a fast electron has weaker exchange with the medium, polarizes it differently, and can excite plasmons.

Calculations of X-ray absorption fine structure, photoelectron diffraction and low-energy electron diffraction can therefore use an energy-dependent complex potential. The Hedin-Lundqvist choice takes it, point by point, from the self-energy of a uniform electron gas. Its real part changes the scattering phases and the inner potential; its imaginary part removes electrons from the elastic beam.

Hartree atomic units are used in the equations. W is the photoelectron energy above the Fermi level, and kF(r) is the Fermi momentum of a gas with the local density n(r) = kF³/(3π²).

**What is added to the ground-state potential**

Let V_H be the electrostatic potential and Σ_F = Σ(kF, kF²/2; kF) the self-energy at the local Fermi surface. If the density varies slowly, the chemical potential satisfies, at each point,

μ = V_H + kF²/2 + Σ_F.

A photoelectron of energy μ + W and local momentum P satisfies

μ + W = V_H + P²/2 + Σ.

Subtracting the first equation from the second removes V_H:

P²/2 + (Σ − Σ_F) = W + kF²/2.

The bracket is small compared with the kinetic energy at high W. Dropping it gives the lowest-order local momentum,

p² = 2W + kF².

The free-electron energies inside Σ are shifted rigidly by V_H + Σ_F to align the Fermi levels. Measured from that shifted zero, the photoelectron energy is W + kF²/2 = p²/2, so Σ is needed at momentum p and energy p²/2. The potential to add to the ground-state potential is

U(r,W) = Σ(p, p²/2; kF) − Σ_F.

In a uniform region the wave equation then gives

κ² = p² − 2U,  λ = 1/(2 Im κ).

The factor 2 appears because λ is the decay length of intensity, |exp(iκz)|² = exp(−2z Im κ). The inner potential, counted as a positive depth below vacuum, decreases by Re U.

The subtraction matters in use. If the ground-state calculation employed another functional with potential v_xc, adding U leaves an offset v_xc − Σ_F relative to the full self-energy. It is independent of W, but it varies in space with the density.

**The screening model**

The medium is represented by one plasmon pole at each momentum transfer q:

1/ε(q,ω) = 1 + ωp²/(ω² − ωq²),
ωp² = 4πn = 4kF³/(3π),
ωq² = ωp² + bq² + q⁴/4,  b = kF²/3.

At high frequency 1/ε → 1 + ωp²/ω², the response of free charges. At zero frequency,

ε − 1 = ωp²/(ωq² − ωp²) → ωp²/(bq²) = 4kF/(πq²) for small q,

which is Thomas-Fermi screening and fixes b. At large q the pole energy is dominated by q²/2, the recoil energy of a free electron. The price of this simplicity is that separate electron-hole excitations, which form a continuum, are absent.

**The frequency integral**

With v_q = 4π/q² and a free-electron Green function G, the GW self-energy is

Σ(p,E) = i ∫d³q/(2π)³ ∫dω/(2π) exp(iω0⁺) [v_q/ε(q,ω)] G(p+q, E+ω).

Write e = |p+q|²/2 and EF = kF²/2. For a filled state G = 1/(E + ω − e − i0), with its pole in the upper half-plane; for an empty state the sign of i0 is reversed.

The 1 in 1/ε gives bare exchange. The convergence factor requires closure in the upper half-plane, where filled states contribute i·2πi/(2π) = −1 and empty states nothing.

The remaining part of 1/ε is

(ωp²/2ωq) [1/(ω − ωq + i0) − 1/(ω + ωq − i0)].

For empty states, close in the upper half-plane. Only the pole at −ωq lies there, and its residue has a minus sign that cancels the prefactor −1. For filled states, close in the lower half-plane, where only the pole at +ωq lies and the prefactor is +1. The results are

empty: (ωp²/2ωq) / (E − e − ωq + i0),
filled: (ωp²/2ωq) / (E − e + ωq − i0).

**Exchange**

With k the momentum of a filled state and μ now the cosine of its angle to p,

Σx = −(1/π) ∫₀^kF k² dk ∫₋₁¹ dμ/(p² + k² − 2pkμ)
 = −(1/πp) ∫₀^kF k ln|(p+k)/(p−k)| dk.

Integrate by parts, using 2p/(p² − k²) as the derivative of the logarithm. The part left over is

∫₀^kF pk²/(p² − k²) dk = −pkF + (p²/2)L,  L = ln|(p+kF)/(p−kF)|.

The last integral is therefore kF²L/2 + pkF − p²L/2, and

Σx = −(kF/π) [1 + (kF² − p²)L/(2pkF)].

At p = kF this is −kF/π. For p ≫ kF, expanding L in kF/p gives −2kF³/(3πp²): exchange with the Fermi sea fades as the inverse square of the momentum.

**Real correlation**

The azimuthal integral and v_q turn ∫d³q v_q/(2π)³ into (1/π)∫dq∫dμ, where μ is here the cosine of the angle between p and q. At fixed q, e = (p² + q² + 2pqμ)/2, so dμ = de/(pq). The energy integral is a logarithm:

Re Σc = (ωp²/2πp) ∫₀^∞ dq/(qωq) [L_e + L_f],
L_e = ln|(E − ωq − a)/(E − ωq − c)|,
L_f = ln|(E + ωq − a′)/(E + ωq − c′)|.

The limits enforce the occupation of the states: a and c are the larger of EF and (p−q)²/2 or (p+q)²/2 respectively, while a′ and c′ are the smaller. If all states at a given q are filled, a = c and L_e vanishes; if all are empty, L_f vanishes.

The logarithms diverge at isolated q but remain integrable. The values below come from Gauss-Legendre quadrature on panels divided at these points, with nodes clustered towards panel ends. A numerical grid that ignores them can put artificial structure into the potential.

**Imaginary part and threshold**

For an empty final state, 1/(x + i0) contributes −iπδ(x). Filled states contribute nothing, because E + ωq exceeds every filled energy when W > 0. Hence

Im Σ = −(ωp²/2p) ∫ dq/(qωq),

over momentum transfers that satisfy both

ωq < W,  ωq < pq − q²/2.

The first condition places the electron above the Fermi sea after the loss. The second is energy conservation with the best available angle. Squaring its boundary and cancelling q⁴/4 gives

pq³ − (p² − b)q² + ωp² = 0.

When this cubic has two positive roots, the second condition holds between them. The boundary of the first follows from a quadratic in q²:

q² = −2b + 2√(b² − ωp² + W²).

Thus q_low is the smaller cubic root, and q_high is the lesser of the larger cubic root and this Pauli limit. If q_high does not exceed q_low, there is no loss.

For the integral, put u = q² and then s = 1/u:

∫dq/(qωq) = ½∫du/(uωq) = −½∫ds/√(ωp²s² + bs + ¼).

The last form is a standard logarithm. Returning to u gives

Im Σ = −(ωp/4p) [F(q_low²) − F(q_high²)],
F(u) = ln[(2ωp² + bu + 2ωpωq)/u].

For rs below about 34 bohr, which covers all metallic densities, loss begins when the Pauli limit meets q_low; in a more dilute gas it begins instead when the two cubic roots first appear. Equating W = (p² − kF²)/2 to pq − q²/2 gives (p − q)² = kF², so q = p − kF for the branch relevant here: the electron drops onto the Fermi surface.

For a gas with rs = 2 bohr, kF = 0.9596 bohr⁻¹ and ωp = 16.66 eV. Solving ωq = W at q = p − kF gives q = 0.569 bohr⁻¹ and W = 19.25 eV. The cubic has its minimum at q = 2(p² − b)/(3p) = 0.885 bohr⁻¹, so the intersection is indeed its smaller root. The threshold exceeds ωp because the emitted plasmon must carry momentum, which raises its energy.

**What happens at high energy**

For a fast electron, small momentum transfers dominate Re Σc. Put q = ωp s/p. Then ωq → ωp, and L_e tends to ln|(s−1)/(s+1)|. For s < 1 this equals −2Σ s^(2m+1)/(2m+1), summed over m ≥ 0, so

∫₀¹ (ds/s) ln|(s−1)/(s+1)| = −2Σ1/(2m+1)² = −π²/4.

The substitution s → 1/s shows that the range above 1 contributes equally. Therefore

Re Σc → (ωp/2πp)(−π²/2) = −πωp/(4p).

This falls more slowly than exchange. Both vanish eventually, so Re U → −Σ_F: the exchange-correlation part of the well disappears, with a tail proportional to W^(−1/2).

In the imaginary part, q_low → ωp/p and F(q_low²) → ln(4p²). At the upper end q_high grows with p, and F(q_high²) → ln(ωp + b). With λ ≈ p/(2|Im Σ|),

λ → 2p² / {ωp ln[4p²/(ωp + kF²/3)]}.

The mean free path thus grows almost in proportion to energy, reduced by a logarithm.

**A calculation at 100 eV**

Take the same gas. Here W = 100/27.2114 = 3.675 hartree, so

p² = 2(3.675) + 0.921 = 8.271,  p = 2.876 bohr⁻¹.

The formulas give Σx = −0.631 eV, Re Σc = −5.137 eV and Im Σ = −4.789 eV. At the Fermi surface exchange is −8.312 eV and correlation −1.726 eV, together Σ_F = −10.037 eV after rounding. Hence

Re U = −0.631 − 5.137 + 10.037 = 4.269 eV.

In hartree U = 0.1569 − 0.1760i, and

κ² = 8.271 − 2U = 7.957 + 0.352i,
κ = 2.8215 + 0.06238i bohr⁻¹.

The mean free path is 1/(2 × 0.06238) ≈ 8.02 bohr, or 4.24 Å. The inner potential is 4.27 eV shallower than in the ground state.

**Reading the energy dependence**

For the same density (W, Im U and Re U in eV, λ in Å):

W | Im U | Re U | λ
10 | 0 | 0.04 | infinite
20 | −0.65 | −2.08 | 17.6
30 | −3.64 | −0.63 | 3.52
50 | −4.70 | 1.73 | 3.24
100 | −4.79 | 4.27 | 4.24
200 | −4.30 | 6.08 | 6.52
500 | −3.42 | 7.64 | 12.8
1000 | −2.78 | 8.39 | 22.3

The infinite path at 10 eV is a consequence of the missing electron-hole continuum, not a prediction for a real metal. The shortest path in the model, found by numerical minimization, is 3.19 Å near 42 eV.

The shift is not monotonic. On a 1 eV grid from 1 to 150 eV its lowest value is −2.11 eV at 21 eV: the inner potential is deepest just above threshold, and it is already deeper than in the ground state at 12 eV. The logarithm L_e shows why a dip is favoured there. Its numerator is the lesser of W and pq − q²/2, minus ωq. Below threshold this is negative at every q; as threshold is approached it shrinks to zero at q = p − kF, and L_e becomes strongly negative around that point. Well above threshold the numerator is large again over much of the allowed window.

At 1000 eV the limiting formula gives 22.25 Å, against 22.26 Å from κ. This agreement is closer than the formula deserves. Without Re U, the path p/(2|Im U|) is about 22.4 Å; the slowing of the electron by Re U happens to offset most of the difference. The shift itself is still 1.65 eV short of its limit of 10.04 eV.

**Momentum dependence at fixed energy**

The GW self-energy depends on momentum even at fixed energy, which a local potential cannot represent. Write P = p + δ in the equation for P and keep terms linear in δ:

(p + ∂Σ/∂p)δ = −U.

With ∂Σ/∂p = a + ib, the path 1/(2 Im δ) becomes

λ ≈ [(p + a)² + b²] / {2[(p + a)|Im U| + b Re U]}.

At 100 eV, central differences at fixed energy give a = 0.16 and b = 0.54 in atomic units. Without the derivative the path is 4.32 Å. Keeping only a would lengthen it to 4.57 Å, but b is larger and reverses the correction: the two together give 4.07 Å. The size of b has a simple origin. At fixed energy, a larger momentum raises the smallest allowed momentum transfer, where loss is strongest, and so weakens the absorption.

The slowing by Re U also shortens the path and is already contained in the 4.24 Å obtained from κ. At 300 eV the linear estimate is about 7.6 Å, against 8.7 Å from κ. These differences should not be read as the error of the local potential. The estimate slows the incoming electron by Re U but leaves the electron inside G unshifted. Energy conservation then allows a smaller momentum transfer than it would if both had the same shift, and the term b Re U comes largely from this mismatch. Giving both electrons the same shift largely removes the term and reverses the sign of the correction. The derivative still enlarges the numerator, and the path becomes about 4.6 Å at 100 eV and 8.9 Å at 300 eV, longer than the κ values by 7 to 9 percent and by about 2 percent. The linear estimate therefore shows that the path is sensitive to the choice of G, but it does not provide a correction to apply to the κ value.

**When the density varies**

The potential is evaluated separately at each point. In one dimension the wave obeys ψ″ + κ(z)²ψ = 0. Set ψ = A exp(i∫κ dz), which gives

A″ + 2iκA′ + iκ′A = 0.

If A varies slowly, A″ can be dropped and A ∝ κ^(−1/2). Over one period of a layered medium A returns to its initial value, so the wave is multiplied by exp(i∫κ dz). Attenuation is then set by the average of Im κ. This fails when κ changes appreciably within a wavelength, or when Bragg reflection is strong.

As an example, modulate the density of the rs = 2 gas by 50 percent as a cosine with a period of 4 bohr. The local kF ranges from 0.76 to 1.10 bohr⁻¹. At 100 eV, averaging Im κ gives λ = 4.323 Å. Multiplying the transfer matrices of 80 thin slices and taking the decaying Bloch wave, which includes reflection, gives the same value to these digits.

The path is 1.9 percent longer than in the uniform gas of equal mean density. The mean Im U is −4.70 eV instead of −4.79 eV. Most of this can be estimated from the high-energy formula. With its logarithm and p held fixed, |Im U| varies as √n. For n ∝ 1 + x, √(1+x) ≈ 1 + x/2 − x²/8; here the average of x² is 1/8, so the mean absorption falls by 1/64, or 1.6 percent. The logarithm and p do vary with density, and they make the local dependence of |Im U| on n weaker than a square root. They hardly change the average, however: the full high-energy formula gives a fall of 1.7 percent.

**Choosing and using the setting**

Use the complex potential when a spectrum extends well beyond the plasmon threshold. Between 50 and 500 eV the inner potential in the example changes by 5.9 eV. A single constant fitted over that interval would have to absorb this drift, and could transfer part of it to fitted distances through the phase.

Do not add a separate constant absorption for valence plasmon losses, since Im U already contains them. Core-hole lifetime and instrumental resolution are different effects and must be supplied separately. So must losses to core electrons and scattering by phonons.

Near an absorption edge, treat the setting with caution. Below threshold it supplies no damping, and just above it the real part has a dip whose sharpness reflects a plasmon without width. If the result depends on that structure, compare it with a calculation using the ground-state potential and a small explicit broadening, or use a self-energy with a full loss spectrum. Localized d or f electrons, and gaps comparable with the energies of interest, also lie outside the uniform-gas picture.
